# Power-law edge and Doniach–Sunjic line from a linear cumulant kernel: a numerical check

```python
"""
Result under test: a core hole whose cumulant kernel is linear at low frequency,
beta(w) = alpha*w*exp(-w/wc), has the loss spectrum
    A(x) = x**(alpha-1) exp(-x/wc) / (Gamma(alpha) wc**alpha),  x > 0,
with no quasiparticle line; a lifetime factor exp(-gamma|t|) turns the edge
into the Doniach-Sunjic (DS) shape when |x| and gamma are small against wc.
Symbols: x = energy loss above threshold, alpha = edge parameter (0<alpha<1),
wc = cutoff energy, gamma = half width at half maximum of the lifetime
Lorentzian, Z = quasiparticle weight. Energies in eV, times in 1/eV, hbar = 1.
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma as gamma_function, gammainc, sici

alpha, wc, gam = 0.2, 10.0, 0.1
hartree = physical_constants["Hartree energy in eV"][0]


def gauss_panels(start, stop, panels, order):
    """Composite Gauss-Legendre nodes and weights."""
    node, weight = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(start, stop, panels + 1)
    half = (edges[1] - edges[0]) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    return ((middle[:, None] + half * node).ravel(),
            np.tile(half * weight, panels))


def edge(x):
    """Sharp spectrum without lifetime broadening."""
    return x**(alpha - 1) * np.exp(-x / wc) / (gamma_function(alpha) * wc**alpha)


def broadened(x, g, cutoff):
    """Closed form of the broadened spectrum with an exponential cutoff."""
    s = mp.mpc(-x / cutoff, -g / cutoff)
    value = mp.exp(s) * s**(alpha - 1) * mp.gammainc(1 - alpha, s)
    return float(mp.re(value / (1j * cutoff)) / mp.pi)


def doniach_sunjic(x, g, cutoff):
    """Near-edge limit of the broadened spectrum."""
    phase = (1 - alpha) * np.arctan(x / g) - np.pi * alpha / 2
    scale = gamma_function(1 - alpha) / (np.pi * cutoff**alpha)
    return scale * np.cos(phase) / (x * x + g * g)**((1 - alpha) / 2)


# The exponential of the second-order cumulant against exact diagonalization.
levels = 10
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
mode_energy = np.array([1.0, 2.0, 3.0])
coupling = np.array([0.3, 0.5, 0.6])
hamiltonian = np.zeros((levels**3, levels**3))
for j in range(3):
    local = mode_energy[j] * lower.T @ lower + coupling[j] * (lower + lower.T)
    factors = [one, one, one]
    factors[j] = local
    hamiltonian += np.kron(np.kron(factors[0], factors[1]), factors[2])
energies, states = np.linalg.eigh(hamiltonian)
weights = states[0]**2
for t in (0.7, 2.9, 11.0):
    exact_amplitude = np.sum(weights * np.exp(-1j * energies * t))
    exponent = np.sum((coupling / mode_energy)**2
                      * (np.exp(-1j * mode_energy * t) + 1j * mode_energy * t - 1))
    assert abs(exact_amplitude - np.exp(exponent)) < 1e-7
z_three = np.exp(-np.sum((coupling / mode_energy)**2))
assert abs(weights[0] - z_three) < 1e-7
assert abs(energies[0] + np.sum(coupling**2 / mode_energy)) < 1e-7

# Electron-hole pairs of a metal give a linear kernel (semicircular band).
def band(e):
    return 2 / np.pi * np.sqrt(1 - e * e)

fermi, pair_energy = 0.3, 0.05
pairs = quad(lambda e: band(fermi + e) * band(fermi + e - pair_energy),
             0, pair_energy)[0]
pair_ratio = pairs / (band(fermi)**2 * pair_energy)
assert abs(pair_ratio - 1) < 3e-3  # curvature of the band, second order

# Closed cumulant against quadrature of its definition.
w, dw = gauss_panels(0, 40 * wc, 2000, 20)

def cumulant(kernel, t):
    return np.sum(dw * kernel * (np.exp(-1j * w * t) + 1j * w * t - 1) / w**2)

linear_kernel = alpha * w * np.exp(-w / wc)
for t in (0.03, 0.5, 20.0):
    closed = 1j * alpha * wc * t - alpha * np.log(1 + 1j * wc * t)
    assert abs(cumulant(linear_kernel, t) - closed) < 1e-8
quadratic_kernel = alpha * w**2 * np.exp(-w / wc) / wc
late = 20.0
linear_late = abs(np.exp(cumulant(linear_kernel, late)))
quadratic_late = abs(np.exp(cumulant(quadratic_kernel, late)))
assert abs(quadratic_late - np.exp(-alpha)) < 1e-4

# A constant two-sided kernel gamma/pi yields the lifetime factor.
for t in (1.0, 3.0):
    integral = np.sum(dw * (1 - np.cos(w * t)) / w**2) + 1 / (40 * wc)
    assert abs(-(gam / np.pi) * 2 * integral + gam * t) < 1e-3 * gam * t

# Norm and mean loss of the sharp spectrum, using v = x**alpha.
v_top = (60 * wc)**alpha
def moment(power):
    return quad(lambda v: (v**(1 / alpha))**power * np.exp(-v**(1 / alpha) / wc)
                / (alpha * gamma_function(alpha) * wc**alpha),
                0, v_top, epsabs=1e-11, limit=300)[0]
norm, mean_loss = moment(0), moment(1)
assert abs(norm - 1) < 1e-8 and abs(mean_loss - alpha * wc) < 1e-7

# Spectrum of equally spaced modes, convolved one mode at a time.
def mode_ladder(spacing, top):
    k = np.arange(1, int(40 * wc / spacing) + 1)
    mean_quanta = alpha * np.exp(-k * spacing / wc) / k
    line = np.zeros(top + 1)
    line[0] = np.exp(-mean_quanta.sum())
    for step in range(1, top + 1):
        new = np.zeros(top + 1)
        for quanta in range(top // step + 1):
            shift = quanta * step
            new[shift:] += (line[:top + 1 - shift]
                            * mean_quanta[step - 1]**quanta / math.factorial(quanta))
        line = new
    return line

spacings = (1.0, 0.1, 0.01, 0.001)
z_values = []
for spacing in spacings:
    z_values.append(mode_ladder(spacing, 0)[0])
    assert abs(z_values[-1] / (1 - np.exp(-spacing / wc))**alpha - 1) < 1e-9
assert abs(z_values[-1] / (spacings[-1] / wc)**alpha - 1) < 1e-4
coarse = mode_ladder(0.02, 100)
for n in (50, 100):  # discreteness error is of order 1/n
    assert abs(coarse[n] / 0.02 / edge(0.02 * n) - 1) < 3e-3
assert abs(coarse[:51].sum() / gammainc(alpha, 1.0 / wc) - 1) < 5e-3
fine = mode_ladder(0.001, 100)
edge_slope = np.log(fine[100] / fine[50]) / np.log(2)
assert abs(edge_slope - (alpha - 1)) < 0.01  # cutoff adds about -0.007
windows = (1.0, 0.1, 0.01)
window_weights = [gammainc(alpha, width / wc) for width in windows]
leading_window = (windows[-1] / wc)**alpha / gamma_function(1 + alpha)
assert abs(window_weights[-1] / leading_window - 1) < 1e-3

# Broadened closed form against direct convolution with a Lorentzian.
def convolution(x):
    def integrand(v):
        y = v**(1 / alpha)
        return (np.exp(-y / wc) * gam / np.pi / ((x - y)**2 + gam**2)
                / (alpha * gamma_function(alpha) * wc**alpha))
    marks = [y**alpha for y in (x - gam, x, x + gam) if y > 0]
    return quad(integrand, 0, v_top, points=marks or None,
                epsabs=1e-11, epsrel=1e-10, limit=500)[0]

for x in (-0.3, 0.0, 0.3, 3.0):
    assert abs(convolution(x) / broadened(x, gam, wc) - 1) < 1e-6

# The DS shape is reached with an error proportional to 1/cutoff.
near = np.linspace(-5 * gam, 5 * gam, 41)
def largest_error(cutoff):
    return max(abs(doniach_sunjic(x, gam, cutoff) / broadened(x, gam, cutoff) - 1)
               for x in near)
error_10, error_100 = largest_error(wc), largest_error(10 * wc)
assert error_10 < 0.06 and 8 < error_10 / error_100 < 12

# Tails of the DS shape.
far = 1000 * gam
loss_tail = far**(alpha - 1) / (gamma_function(alpha) * wc**alpha)
other_tail = (gamma_function(1 - alpha) / (np.pi * wc**alpha)
              * (1 - alpha) * gam * far**(alpha - 2))
assert abs(doniach_sunjic(far, gam, wc) / loss_tail - 1) < 2e-3
assert abs(doniach_sunjic(-far, gam, wc) / other_tail - 1) < 2e-3

# Universality: sharp cutoff, time integral of the defining cumulant.
sharp = wc
effective = sharp * np.exp(np.euler_gamma)
time, dtime = gauss_panels(0, 20 / gam, 1000, 10)
sine_integral, cosine_integral = sici(sharp * time)
sharp_exponent = alpha * (cosine_integral - np.log(sharp * time)
                          - np.euler_gamma - 1j * sine_integral)
sharp_error = 0.0
for x in (-0.3, 0.0, 0.1, 0.3):
    signal = np.exp(1j * x * time - gam * time + sharp_exponent)
    spectrum = np.sum(dtime * signal).real / np.pi
    sharp_error = max(sharp_error,
                      abs(spectrum / doniach_sunjic(x, gam, effective) - 1))
assert sharp_error < 1e-3

# Peak position, apparent weight and width.
def find_peak(function, g):
    found = minimize_scalar(lambda x: -function(x, g, wc), bounds=(-g, g),
                            method="bounded", options={"xatol": 1e-7 * g})
    return found.x, -found.fun

angle = np.pi * alpha / (2 * (2 - alpha))
peak_formula = gam * np.tan(angle)
ds_peak, ds_height = find_peak(doniach_sunjic, gam)
full_peak, full_height = find_peak(broadened, gam)
assert abs(ds_peak - peak_formula) < 1e-5 * gam
assert abs(full_peak - peak_formula) < 2 * gam**2 / wc  # cutoff correction
lifetimes = (0.1, 0.01, 0.001)
apparent = []
for g in lifetimes:
    apparent.append(np.pi * g * find_peak(broadened, g)[1])
    predicted = gamma_function(1 - alpha) * (g / wc)**alpha * np.cos(angle)**(2 - alpha)
    assert abs(apparent[-1] / predicted - 1) < 2 * g / wc
def half_points(function, peak, height):
    def excess(x):
        return function(x, gam, wc) - height / 2
    return brentq(excess, -1, peak), brentq(excess, peak, 1)
left, right = half_points(broadened, full_peak, full_height)
ds_left, ds_right = half_points(doniach_sunjic, ds_peak, ds_height)
assert right - full_peak > full_peak - left  # the line leans to the loss side

print(f"edge parameter alpha = {alpha:.2f}")
print(f"cutoff wc = {wc:.1f} eV")
print(f"lifetime half width gamma = {gam:.2f} eV")
print(f"threshold shift alpha*wc = {mean_loss:.4f} eV = {mean_loss/hartree:.5f} hartree")
print(f"norm of sharp spectrum = {norm:.8f}")
print(f"three-mode test: Z diagonalized = {weights[0]:.6f}, formula = {z_three:.6f}")
print(f"pair count / linear law (band test) = {pair_ratio:.5f}")
print(f"|exp C| at t = {late:.0f}/eV, linear kernel = {linear_late:.4f}")
print(f"|exp C| at t = {late:.0f}/eV, quadratic kernel = {quadratic_late:.4f}")
for spacing, z in zip(spacings, z_values):
    print(f"Z for mode spacing {spacing:.3f} eV = {z:.4f}")
print(f"edge exponent from mode sum, 0.05 to 0.10 eV = {edge_slope:.4f}")
for width, weight in zip(windows, window_weights):
    print(f"weight within {width:.2f} eV of threshold = {weight:.4f}")
print("line shapes in 1/eV: loss x (eV), sharp, broadened, DS")
for x in (-0.3, -0.1, 0.0, 0.1, 0.3, 1.0):
    bare = f"{edge(x):.4f}" if x > 0 else ("0" if x < 0 else "diverges")
    print(f"  {x:5.2f}  {bare:>8s}  {broadened(x, gam, wc):.4f}"
          f"  {doniach_sunjic(x, gam, wc):.4f}")
print(f"largest DS error, |x| <= 0.5 eV, wc = 10 eV: {100*error_10:.2f} %")
print(f"largest DS error, |x| <= 0.5 eV, wc = 100 eV: {100*error_100:.3f} %")
print(f"sharp cutoff 10 eV: effective cutoff = {effective:.3f} eV")
print(f"sharp cutoff: largest DS error = {100*sharp_error:.4f} %")
print(f"peak angle theta_m = {angle:.5f} rad")
print(f"peak position, DS formula = {peak_formula:.5f} eV")
print(f"peak position, with cutoff = {full_peak:.5f} eV")
print(f"peak height: DS = {ds_height:.4f}, with cutoff = {full_height:.4f} 1/eV")
print(f"half-height points with cutoff = {left:.4f}, {right:.4f} eV")
print(f"full width with cutoff = {right-left:.4f} eV = {(right-left)/hartree:.6f} hartree")
print(f"full width, DS = {ds_right-ds_left:.4f} eV")
print(f"full width of the lifetime Lorentzian = {2*gam:.4f} eV")
for g, weight in zip(lifetimes, apparent):
    print(f"apparent weight pi*gamma*A_max, gamma = {g:.3f} eV: {weight:.4f}")
print("PASS")
```

It prints:

```
edge parameter alpha = 0.20
cutoff wc = 10.0 eV
lifetime half width gamma = 0.10 eV
threshold shift alpha*wc = 2.0000 eV = 0.07350 hartree
norm of sharp spectrum = 1.00000000
three-mode test: Z diagonalized = 0.824894, formula = 0.824894
pair count / linear law (band test) = 0.99895
|exp C| at t = 20/eV, linear kernel = 0.3466
|exp C| at t = 20/eV, quadratic kernel = 0.8187
Z for mode spacing 1.000 eV = 0.6247
Z for mode spacing 0.100 eV = 0.3977
Z for mode spacing 0.010 eV = 0.2512
Z for mode spacing 0.001 eV = 0.1585
edge exponent from mode sum, 0.05 to 0.10 eV = -0.8061
weight within 1.00 eV of threshold = 0.6760
weight within 0.10 eV of threshold = 0.4329
weight within 0.01 eV of threshold = 0.2735
line shapes in 1/eV: loss x (eV), sharp, broadened, DS
  -0.30         0  0.1484  0.1495
  -0.10         0  0.6549  0.6572
   0.00  diverges  1.3987  1.4031
   0.10    0.8585  1.0564  1.0634
   0.30    0.3494  0.4452  0.4548
   1.00    0.1244  0.1389  0.1515
largest DS error, |x| <= 0.5 eV, wc = 10 eV: 4.01 %
largest DS error, |x| <= 0.5 eV, wc = 100 eV: 0.400 %
sharp cutoff 10 eV: effective cutoff = 17.811 eV
sharp cutoff: largest DS error = 0.0203 %
peak angle theta_m = 0.17453 rad
peak position, DS formula = 0.01763 eV
peak position, with cutoff = 0.01749 eV
peak height: DS = 1.4352, with cutoff = 1.4303 1/eV
half-height points with cutoff = -0.0908, 0.1763 eV
full width with cutoff = 0.2671 eV = 0.009815 hartree
full width, DS = 0.2689 eV
full width of the lifetime Lorentzian = 0.2000 eV
apparent weight pi*gamma*A_max, gamma = 0.100 eV: 0.4494
apparent weight pi*gamma*A_max, gamma = 0.010 eV: 0.2844
apparent weight pi*gamma*A_max, gamma = 0.001 eV: 0.1795
PASS
```
